\section*{The Klein–Nishina Formula with Linear Polarization and Its Limits}

\section{What dimensions and symmetry fix}

A photon of energy $\omega$ scatters from a free electron at rest. At lowest order the electron absorbs one photon and emits one, so the amplitude contains two factors of the charge and the cross section is proportional to $\alpha^2$. The electron mass $m$ supplies the one available length besides the photon wavelength. With $\hbar=c=1$,
\begin{equation}
\frac{d\sigma}{d\Omega}=r_e^2\,F(x,\theta,\mathbf e,\mathbf e'),\qquad r_e=\frac{\alpha}{m},\quad x=\frac{\omega}{m}. \label{form}
\end{equation}
Here $\theta$ is the scattering angle, and $\mathbf e,\mathbf e'$ are the initial and final polarization vectors. The amplitude is linear in each of them, so $F$ is quadratic in each.

Symmetry fixes more at low energy. If the amplitude has a limit that does not depend on the photon directions, rotations and parity allow two structures in it: $\mathbf e\cdot\mathbf e'$ and $\boldsymbol\sigma\cdot(\mathbf e\times\mathbf e')$. The two diagrams are exchanged by $(k,\mathbf e)\leftrightarrow(-k',\mathbf e')$, where $k,k'$ are the photon four-momenta. At $k=k'=0$ the amplitude is therefore symmetric in $\mathbf e,\mathbf e'$, which excludes the cross product. Hence $F\to C(\mathbf e\cdot\mathbf e')^2$. The calculation must show that the limit exists, give $C$, and supply the dependence on $x$.

These relativistic units are more natural here than Hartree units. In the latter, lengths are measured in $a_0$ and $r_e=\alpha^2a_0$.

\section{Kinematics and amplitude}

Let $\mathbf n,\mathbf n'$ be the photon directions, $\mu=\mathbf n\cdot\mathbf n'=\cos\theta$, and $\omega'$ the final photon energy. The electron momenta are $p=(m,\mathbf 0)$ and $p'=p+k-k'$. With metric $(+,-,-,-)$, the condition $p'^2=m^2$ reads $p\cdot k-p\cdot k'-k\cdot k'=0$, or
\begin{equation}
m(\omega-\omega')=\omega\omega'(1-\mu),\qquad
\omega'=\frac{\omega}{1+x(1-\mu)}. \label{compton}
\end{equation}

Write $\hat a=\gamma^\mu a_\mu$ for any four-vector $a$, and normalize spinors by $\bar uu=2m$. Two vertices and one propagator $i(\hat P+m)/(P^2-m^2)$ give
\begin{equation}
M=-4\pi\alpha\,\bar u'\left[\hat e'\frac{\hat p+\hat k+m}{2p\cdot k}\hat e
+\hat e\,\frac{\hat p-\hat k'+m}{-2p\cdot k'}\hat e'\right]u. \label{M}
\end{equation}
The denominators follow from $(p+k)^2-m^2=2p\cdot k$ and $(p-k')^2-m^2=-2p\cdot k'$. In the first term absorption comes first; in the second, emission does. We take linear polarization, so the polarization vectors are real.

Both terms are needed for gauge invariance. Replace $e$ by $k$. Since $\hat pu=mu$, we have $\hat ku=(\hat p+\hat k-m)u$, and $(\hat P+m)(\hat P-m)=P^2-m^2$ reduces the first term in the bracket to $\bar u'\hat e'u$. In the second, $p-k'=p'-k$ and $\bar u'\hat k=-\bar u'(\hat p'-\hat k-m)$, which gives $-\bar u'\hat e'u$. The sum vanishes. The same argument holds for $e'\to k'$.

We may therefore add multiples of $k$ to $e$ and of $k'$ to $e'$ until their time components vanish. Then $e=(0,\mathbf e)$ with $\mathbf e\cdot\mathbf n=0$, $e'=(0,\mathbf e')$ with $\mathbf e'\cdot\mathbf n'=0$, and in the rest frame $p\cdot e=p\cdot e'=0$. Anticommuting $\hat p$ through $\hat e$ gives
\begin{equation}
(\hat p+m)\hat e\,u=2p\cdot e\,u-\hat e(\hat p-m)u=0, \label{drop}
\end{equation}
and likewise for $e'$. Only the photon momenta survive in the numerators. The two minus signs of the second term cancel:
\begin{equation}
M=-\frac{4\pi\alpha}{2m}\,\bar u'\left[\frac{\hat e'\hat k\hat e}{\omega}+\frac{\hat e\hat k'\hat e'}{\omega'}\right]u. \label{M2}
\end{equation}

\section{Reduction to two components}

Let $\chi,\varphi$ be the initial and final two-component spinors, $\mathbf q=\mathbf k-\mathbf k'$ the final electron momentum, and $\sigma_a=\boldsymbol\sigma\cdot\mathbf a$. In the standard representation,
\begin{equation}
u=\sqrt{2m}\begin{pmatrix}\chi\\0\end{pmatrix},\qquad
\bar u'=\sqrt D\left(\varphi^\dagger,\,-\varphi^\dagger\frac{\sigma_q}{D}\right),\qquad
D=E'+m=2m+\omega-\omega'. \label{spinors}
\end{equation}
Here $E'=m+\omega-\omega'$ is the final electron energy. We have $\hat e=-\boldsymbol\gamma\cdot\mathbf e$ and $\hat k/\omega=\gamma^0-\boldsymbol\gamma\cdot\mathbf n$, while $\boldsymbol\gamma\cdot\mathbf a$ sends $(\xi,\eta)$ to $(\sigma_a\eta,-\sigma_a\xi)$. The signs of $\hat e$ and $\hat e'$ cancel. Applying the three factors in turn,
\begin{equation}
\begin{pmatrix}\chi\\0\end{pmatrix}\to
\begin{pmatrix}0\\-\sigma_e\chi\end{pmatrix}\to
\begin{pmatrix}\sigma_n\sigma_e\chi\\\sigma_e\chi\end{pmatrix}\to
\begin{pmatrix}\sigma_{e'}\sigma_e\chi\\-\sigma_{e'}\sigma_n\sigma_e\chi\end{pmatrix}. \label{chain}
\end{equation}
The second diagram follows by exchanging $\mathbf e$ with $\mathbf e'$ and replacing $\mathbf n$ by $\mathbf n'$. The upper components add to $\sigma_{e'}\sigma_e+\sigma_e\sigma_{e'}=2\mathbf e\cdot\mathbf e'$. Contracting with $\bar u'$ gives
\begin{align}
M&=-\frac{4\pi\alpha}{2m}\sqrt{2mD}\;\varphi^\dagger A\chi,\qquad
A=2\,\mathbf e\cdot\mathbf e'+\frac{\sigma_qB}{D},\label{A}\\
B&=\sigma_{e'}\sigma_n\sigma_e+\sigma_e\sigma_{n'}\sigma_{e'}.\nonumber
\end{align}
The first term of $A$ conserves spin. The second vanishes without recoil and contains all the spin dependence.

To simplify $B$, use $\sigma_a\sigma_b=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ twice, and expand the double cross product:
\begin{equation}
\sigma_a\sigma_b\sigma_d=(\mathbf a\cdot\mathbf b)\sigma_d-(\mathbf a\cdot\mathbf d)\sigma_b+(\mathbf b\cdot\mathbf d)\sigma_a+i\,\mathbf a\cdot(\mathbf b\times\mathbf d).
\end{equation}
Define the numbers $a=\mathbf e'\cdot\mathbf n$, $b=\mathbf e\cdot\mathbf n'$ and $c=\mathbf e\cdot\mathbf e'$. Transversality removes the remaining scalar products, so $B=\sigma_V+iS$ with
\begin{equation}
\mathbf V=a\,\mathbf e+b\,\mathbf e'-c(\mathbf n+\mathbf n'),\qquad
S=(\mathbf n-\mathbf n')\cdot(\mathbf e\times\mathbf e'). \label{VS}
\end{equation}

\section{The spin sum}

Multiplying out,
\begin{equation}
A=2c+\frac{\mathbf q\cdot\mathbf V}{D}+\frac{i}{D}\boldsymbol\sigma\cdot(\mathbf q\times\mathbf V+S\mathbf q).
\end{equation}
This has the form $f+i\boldsymbol\sigma\cdot\mathbf w$ with real $f,\mathbf w$, for which $A^\dagger A=f^2+\mathbf w^2$. Since $\mathbf q\times\mathbf V$ is perpendicular to $\mathbf q$, and $(\mathbf q\cdot\mathbf V)^2+|\mathbf q\times\mathbf V|^2=\mathbf q^2\mathbf V^2$,
\begin{equation}
\tfrac12\operatorname{Tr}A^\dagger A=4c^2+\frac{4c\,\mathbf q\cdot\mathbf V}{D}+\frac{\mathbf q^2(\mathbf V^2+S^2)}{D^2}. \label{tr}
\end{equation}
This is the sum over final spins and the average over initial spins of $|\varphi^\dagger A\chi|^2$.

The mass shell gives $\mathbf q^2=(E'-m)(E'+m)=(\omega-\omega')D$. From (\ref{VS}), $\mathbf n\cdot\mathbf V=\mathbf n'\cdot\mathbf V=ab-c(1+\mu)$, so
\begin{equation}
\mathbf q\cdot\mathbf V=(\omega-\omega')[ab-c(1+\mu)].
\end{equation}
For the square, use $(\mathbf n+\mathbf n')^2=2(1+\mu)$, $\mathbf e\cdot(\mathbf n+\mathbf n')=b$ and $\mathbf e'\cdot(\mathbf n+\mathbf n')=a$:
\begin{align}
\mathbf V^2&=a^2+b^2+2abc+2c^2(1+\mu)-4abc\nonumber\\
&=a^2+b^2-2abc+2c^2(1+\mu).
\end{align}
Equation (\ref{tr}) becomes
\begin{align}
\tfrac12\operatorname{Tr}A^\dagger A&=4c^2+\frac{\omega-\omega'}{D}K,\label{K}\\
K&=a^2+b^2+2abc-2c^2(1+\mu)+S^2.\nonumber
\end{align}

The product of two triple products is the determinant of the mutual scalar products of their vectors. With $s=\mathbf n\cdot(\mathbf e\times\mathbf e')$ and $s'=\mathbf n'\cdot(\mathbf e\times\mathbf e')$,
\begin{align}
s^2&=\begin{vmatrix}1&0&a\\0&1&c\\a&c&1\end{vmatrix}=1-a^2-c^2,\qquad
s'^2=\begin{vmatrix}1&b&0\\b&1&c\\0&c&1\end{vmatrix}=1-b^2-c^2,\nonumber\\
ss'&=\begin{vmatrix}\mu&0&a\\b&1&c\\0&c&1\end{vmatrix}=\mu(1-c^2)+abc.
\end{align}
Thus
\begin{equation}
S^2=(s-s')^2=2(1-\mu)(1-c^2)-a^2-b^2-2abc.
\end{equation}
In $K$ the terms in $a$ and $b$ cancel, leaving $K=2(1-\mu)-4c^2$. The prefactor in (\ref{A}) contributes $(4\pi\alpha)^2D/(2m)$ to the squared amplitude. Since $D-(\omega-\omega')=2m$,
\begin{align}
\tfrac12\sum_{\rm spins}|M|^2
&=(4\pi\alpha)^2\left[4c^2\frac{D-(\omega-\omega')}{2m}+\frac{(\omega-\omega')(1-\mu)}m\right]\nonumber\\
&=(4\pi\alpha)^2\left[4c^2+\frac{(\omega-\omega')^2}{\omega\omega'}\right]. \label{M3}
\end{align}
The last step uses (\ref{compton}).

\section{The differential cross section}

The flux factor for an electron at rest is $4m\omega$. Momentum conservation removes the electron integral, which leaves
\begin{equation}
d\sigma=\frac{\frac12\sum|M|^2}{4m\omega}\,
\frac{\omega'^2d\omega'\,d\Omega}{(2\pi)^3\,2\omega'\,2E'}\,
2\pi\,\delta(m+\omega-\omega'-E').
\end{equation}
At fixed angle $E'^2=m^2+\omega^2+\omega'^2-2\omega\omega'\mu$. The delta function therefore requires the derivative
\begin{equation}
\frac{d(\omega'+E')}{d\omega'}=\frac{E'+\omega'-\omega\mu}{E'}
=\frac{m+\omega(1-\mu)}{E'}=\frac{m\omega}{\omega'E'}.
\end{equation}
Dividing by it gives
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{1}{64\pi^2m^2}\left(\frac{\omega'}{\omega}\right)^2\tfrac12\sum_{\rm spins}|M|^2.
\end{equation}
With (\ref{M3}) and $(4\pi\alpha)^2/(64\pi^2m^2)=r_e^2/4$, we obtain the Klein--Nishina formula for linear polarization:
\begin{equation}
\boxed{\frac{d\sigma}{d\Omega}=\frac{r_e^2}{4}\left(\frac{\omega'}{\omega}\right)^2
\left[\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-2+4(\mathbf e\cdot\mathbf e')^2\right].} \label{KN}
\end{equation}

For perpendicular polarizations the bracket is $(\omega-\omega')^2/(\omega\omega')$, which vanishes without recoil. Such scattering comes from the second term of $A$ in (\ref{A}).

The reality of the vectors was used in (\ref{tr}). For circular polarization one cannot simply replace $(\mathbf e\cdot\mathbf e')^2$ by $|\mathbf e\cdot\mathbf e'^*|^2$. At $x=1$, $\theta=60^\circ$ and equal helicities, the explicit spinor calculation gives $2.500$ for the bracket, while that replacement gives $2.417$.

If the final polarization is not observed, $\sum_{e'}(\mathbf e\cdot\mathbf e')^2=1-(\mathbf e\cdot\mathbf n')^2$. Adding the two brackets of (\ref{KN}) gives
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{r_e^2}{2}\left(\frac{\omega'}{\omega}\right)^2
\left[\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-2(\mathbf e\cdot\mathbf n')^2\right]. \label{beam}
\end{equation}
For an unpolarized beam the average of $(\mathbf e\cdot\mathbf n')^2$ is $\frac12\sin^2\theta$, so
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{r_e^2}{2}\left(\frac{\omega'}{\omega}\right)^2
\left[\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-\sin^2\theta\right]. \label{unpol}
\end{equation}
In the forward direction $\omega'=\omega$, and (\ref{unpol}) equals $r_e^2$ whatever the photon energy.

\section{The Thomson limit}

As $x\to0$, $\omega'/\omega\to1$, $\mathbf q/D\to0$ and $A\to2\mathbf e\cdot\mathbf e'$. The limit assumed at the start exists, and $C=1$. Equation (\ref{unpol}) becomes $\frac12r_e^2(1+\mu^2)$, with integral
\begin{equation}
\sigma_T=\pi r_e^2\int_{-1}^{1}(1+\mu^2)\,d\mu=\frac{8\pi}{3}r_e^2. \label{thomson}
\end{equation}
For the first correction, put $\omega'/\omega=1-x(1-\mu)+O(x^2)$. The sum $\omega/\omega'+\omega'/\omega$ differs from 2 at order $x^2$, so the change comes from the factor $(\omega'/\omega)^2=1-2x(1-\mu)+O(x^2)$. The part odd in $\mu$ integrates to zero, and
\begin{equation}
\sigma=\sigma_T[1-2x+O(x^2)]. \label{low}
\end{equation}
At $x=0.01$ the full result is $0.9805\,\sigma_T$, against $0.98\,\sigma_T$ from the linear term.

The Thomson amplitude also shows what the Dirac propagator contains. Let $E_P=\sqrt{m^2+\mathbf P^2}$, and let $\Lambda_\pm$ project onto free states of energy $\pm E_P$. Inverting $\gamma^0(P^0-H)$, with $H$ the free Dirac Hamiltonian, gives
\begin{equation}
\frac{\hat P+m}{P^2-m^2}=\left[\frac{\Lambda_+}{P^0-E_P}+\frac{\Lambda_-}{P^0+E_P}\right]\gamma^0.
\end{equation}
By (\ref{chain}), $\hat eu$ and $\hat e'u$ have only lower components. At low energy the intermediate momentum $\mathbf P$ tends to zero, so $H\to m\gamma^0$ and $\Lambda_-$ becomes the projector on exactly these components. Both denominators $P^0+E_P$ tend to $2m$. With the spinor normalization $2m$, the two diagrams give $\sigma_{e'}\sigma_e+\sigma_e\sigma_{e'}=2\mathbf e\cdot\mathbf e'$, the whole Thomson amplitude.

Between positive-energy states of momentum of order $\omega$, each vertex is of order $x$. Two vertices, a denominator of order $\omega$ and the normalization $2m$ leave a contribution of order $x$. In a test geometry with $2\mathbf e\cdot\mathbf e'=0.707$, its matrix norm falls from $0.0154$ at $x=0.01$ to $0.00154$ at $x=0.001$. This division into parts refers to the gauge chosen here.

\section{Total cross section and high energies}

Set $t=\omega/\omega'=1+x(1-\mu)$, which runs from 1 to $T=1+2x$ as $\theta$ runs from 0 to $\pi$. Then $|d\mu|=dt/x$ and $\sin^2\theta=2(t-1)/x-(t-1)^2/x^2$. Equation (\ref{unpol}) gives
\begin{equation}
\sigma=\frac{\pi r_e^2}{x}\int_1^T\!dt\left[\frac1t+\frac1{t^3}-\frac{2(t-1)}{xt^2}+\frac{(t-1)^2}{x^2t^2}\right]. \label{int}
\end{equation}
Using $1-1/T=2x/T$, the integrals are
\begin{align}
\int_1^T\frac{dt}{t^3}&=\frac12\left(1-\frac1{T^2}\right)=\frac{2x(1+x)}{T^2},\qquad
\int_1^T\frac{t-1}{t^2}dt=\ln T-\frac{2x}{T},\nonumber\\
\int_1^T\frac{(t-1)^2}{t^2}dt&=2x-2\ln T+\frac{2x}{T}.
\end{align}
Therefore
\begin{equation}
\sigma=\frac{\pi r_e^2}{x}\left\{\left(1-\frac2x-\frac2{x^2}\right)\ln T+\frac{2x(1+x)}{T^2}+\frac4T+\frac2x+\frac2{xT}\right\}. \label{total}
\end{equation}

For $x\gg1$, $\ln T=\ln2x+1/(2x)+\dots$, the second term in the braces tends to $\frac12$, and $4/T$ to $2/x$. Collecting terms through order $1/x$, including $\ln(2x)/x$,
\begin{equation}
\sigma=\frac{\pi r_e^2}{x}\left[\ln2x+\frac12+\frac{\frac92-2\ln2x}{x}+O\!\left(\frac{\ln x}{x^2}\right)\right]. \label{high}
\end{equation}
The falloff is thus $1/\omega$ multiplied by a slowly growing logarithm.

The logarithm comes from the term $dt/t$ in (\ref{int}). Since $\sin^2\theta\le2(t-1)/x$, the last two terms together are smaller than $1/t$ by a factor below $2/x$. For $x\gg1$ and $t\gg1$, up to $t=T$, equal ratios of final photon energy therefore contribute equally; the whole backward hemisphere, $1+x<t<1+2x$, is just one such interval and gives about $\ln2$. At $x=10^5$, the intervals $10<t<20$ and $20<t<40$ contribute $0.6969$ and $0.6941$ to $x\sigma/(\pi r_e^2)$, close to $\ln2=0.6931$. The excess comes from the term $1/t^3$, which adds $0.0038$ and $0.0009$. These values of $t$ correspond to angles about three to six times $\sqrt{2/x}$, still small compared with one radian.

The table compares (\ref{total}) with the Thomson value and with the first two terms of (\ref{high}), denoted $\sigma_\infty$.
\begin{center}
\begin{tabular}{rrrr}
$x$ & $\sigma/r_e^2$ & $\sigma/\sigma_T$ & $\sigma_\infty/\sigma$\\
0.1 & 7.048 & 0.841 & --\\
1 & 3.608 & 0.431 & 1.039\\
10 & 1.028 & 0.123 & 1.068\\
100 & 0.1802 & 0.0215 & 1.011\\
1000 & 0.0254 & 0.0030 & 1.001
\end{tabular}
\end{center}
The closer agreement at $x=1$ than at $x=10$ is not a sign of convergence: at $x=1$ the next term of (\ref{high}) is larger than the terms kept. From $x=10$ on, that term is negative, in accord with $\sigma_\infty>\sigma$.

\section{A photon with energy equal to the electron rest energy}

Take $\omega=m$, which is $511.0$ keV, and $\theta=90^\circ$. Equation (\ref{compton}) gives $\omega'/\omega=1/(1+1)=0.5$. The bracket in (\ref{KN}) is $2+0.5-2+4c^2=0.5+4c^2$, and its prefactor is $r_e^2/16$.

If both polarizations are normal to the scattering plane, $c=1$ and
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{4.5}{16}r_e^2=0.28125\,r_e^2/\mathrm{sr}.
\end{equation}
The other three combinations of in-plane and normal polarization have $c=0$ and give $0.5/16=0.03125\,r_e^2/\mathrm{sr}$ each. Summed over final polarization, a beam polarized normal to the plane gives $0.3125$ and one polarized in the plane gives $0.0625$, in the same unit. The ratio is 5. In the Thomson limit the in-plane value is zero at this angle, so recoil weakens the polarization contrast. The unpolarized value is the mean, $0.1875\,r_e^2/\mathrm{sr}=0.01489$ barn/sr.

For the total cross section, $T=3$ in (\ref{total}) gives
\begin{equation}
\sigma=\pi r_e^2\left[-3\ln3+\frac49+\frac43+2+\frac23\right]=3.608\,r_e^2.
\end{equation}
This is $0.2865$ barn, or $1.023\times10^{-8}a_0^2$, and amounts to 43\% of the Thomson value. Integration of the explicit spinor amplitudes over angle gives the same number. The numerical check also tests (\ref{KN}) against full propagators and numerically solved kinematics in random geometries.

These results hold at lowest order in $\alpha$ for one incident photon and a free electron at rest. The digits quoted are those of the lowest-order formula; the next order has one more factor of $\alpha$, with a coefficient that depends on the energy and on the treatment of soft photons. It is not computed here, so the number of digits does not indicate the physical accuracy. An electron in an atom can be treated as free, with the recoil of (\ref{compton}), when the energy and momentum transfers are large compared with the binding energy and the bound electron's typical momentum; even then its motion spreads $\omega'$ about the Compton value. This condition fails near the forward direction, where both transfers vanish and the scattering becomes mostly elastic. For a single bound electron and a photon energy far above the binding energy, the elastic and inelastic parts together still stay close to the free-electron value there, because $\sum_f|\langle f|e^{i\mathbf q\cdot\mathbf r}|0\rangle|^2=1$; for several electrons the elastic amplitudes add coherently, and the cross section is not the sum of free-electron ones. The low-energy limit (\ref{thomson}) likewise refers to a free electron.

\section*{Numbers as computed}
\begin{verbatim}
electron rest energy m = 510.999 keV
classical electron radius r_e = 2.81794 fm
r_e^2 = 0.079408 barn
largest relative error, definition vs formula = 1.7e-10
gauge change of one diagram (x=1, 60 deg) = 0.6938
gauge change of the sum = 4.6e-16
Worked example: x = 1, theta = 90 deg
omega_out/omega = 0.5000
in-plane -> in-plane: bracket = 0.5000, dsigma/dOmega = 0.03125 r_e^2/sr
in-plane -> normal: bracket = 0.5000, dsigma/dOmega = 0.03125 r_e^2/sr
normal -> in-plane: bracket = 0.5000, dsigma/dOmega = 0.03125 r_e^2/sr
normal -> normal: bracket = 4.5000, dsigma/dOmega = 0.28125 r_e^2/sr
beam polarized in plane, summed = 0.06250 r_e^2/sr
beam polarized normal, summed = 0.31250 r_e^2/sr
ratio normal/in-plane = 5.0000
unpolarized = 0.18750 r_e^2/sr = 0.014889 barn/sr
total at x=1, closed form = 3.608457 r_e^2
total at x=1, from spinors = 3.608457 r_e^2
total at x=1 = 0.28654 barn = 1.02325e-08 a0^2
Thomson total = 8.377580 r_e^2 = 0.66525 barn
x, sigma (r_e^2), sigma/Thomson, high-energy form/sigma
0.01, 8.214276, 0.980507, not used
0.1, 7.048378, 0.841338, not used
1, 3.608457, 0.430728, 1.03878
10, 1.028430, 0.122760, 1.06786
100, 0.180207, 0.021511, 1.01084
1000, 0.025416, 0.003034, 1.00132
(sigma/Thomson - 1)/x at x=1e-4 = -1.99948
scaled high-energy remainder at x=1e4 = -15.3091
predicted remainder 9/2 - 2 ln(2x) = -15.3070
x sigma/pi from omega/omega_out 10-20, x=1e5 = 0.69688
x sigma/pi from omega/omega_out 20-40, x=1e5 = 0.69407
ln 2 = 0.69315
positive-energy amplitude norm, x=0.01 = 0.015391
positive-energy amplitude norm, x=0.001 = 0.001541
Thomson amplitude 2 eps.eps_out there = 0.707107
circular, same helicity, x=1, 60 deg: exact = 2.50000
linear formula with modulus would give = 2.41667
\end{verbatim}
